# The wavelength of step meandering under one-sided attachment, part 1

(Sections cited here and not found follow in the second part.)

## From the terrace problem to the growth rate

A regular train of atomic steps, fed by a deposition flux and capturing adatoms from the lower terrace alone, is unstable against meandering. When the meander is long compared with the terrace width $L$, the wavelength that grows fastest is

$$
\lambda=4\pi\sqrt{\frac{D\,c_{\rm eq}\,G}{F L}},\qquad \lambda\gg L .
\tag{1}
$$

Here $D$ is the adatom diffusion coefficient, $c_{\rm eq}$ the number of adatoms per area in equilibrium with a straight step, $G$ the capillary length of the step, and $F$ the number of atoms deposited per area and time. The result belongs to linear stability theory: it names the sinusoidal disturbance whose small amplitude grows fastest, with all steps of the train deformed in phase. The condition $\lambda\gg L$ is part of the statement, because the growth rate valid for any wavelength has its maximum at a somewhat different place.

Let the surface descend in the $+z$ direction, and let step $n$ lie along the curve $z=\zeta_n(x,t)$. The terrace between steps $n$ and $n+1$ is the lower terrace of step $n$ and the upper terrace of step $n+1$. An adatom on it can join the crystal at step $n$, where it meets the edge of the layer above. At step $n+1$ it would have to hop down over the edge, and the model forbids this by an infinite barrier. Attachment from the lower side is taken to be instantaneous, so that the adatoms next to step $n$ are in local equilibrium with it. Desorption, nucleation of islands, diffusion along the step edge and elastic interaction between steps are left out, and diffusion on the terrace is isotropic.

The adatom density $c(x,z,t)$ obeys $\partial c/\partial t=D\nabla^2c+F$. In the quasi-static approximation the density adjusts to the current position of the steps, and the time derivative is dropped:

$$
D\nabla^2 c+F=0 .
\tag{2}
$$

Two small numbers justify this. If $\Omega$ is the area of one surface site, a straight step will be found to move at the speed $V=\Omega FL$. In a frame moving with it the diffusion equation gains a term $V\,\partial c/\partial z$, whose size relative to $D\,\partial^2c/\partial z^2$ is $VL/D=\Omega FL^2/D$. The second number is the coverage $\Omega c$: a moving step sweeps up the adatoms in its path, which adds a current $Vc$ to the diffusive one, a fraction $\Omega c$ of the total $V/\Omega$. Both numbers must be much smaller than one. The effect of restoring the neglected terms is computed in the second half.

The boundary condition at step $n$ contains the cost of bending it. Let $\gamma(\theta)$ be the step free energy per length at orientation angle $\theta$. For a small slope, $\theta\approx\zeta'$, where the prime on $\zeta$ denotes $\partial/\partial x$, and the length element is $(1+\zeta'^2/2)\,dx$. To second order,

$$
\int\gamma\,ds=\int\left[\gamma(0)+\gamma'(0)\,\zeta'+\tfrac12\bigl(\gamma(0)+\gamma''(0)\bigr)\zeta'^2\right]dx .
$$

The first term is constant and the second integrates to a boundary term. What remains is governed by the stiffness $\tilde\gamma=\gamma(0)+\gamma''(0)$. The variation of $\int\frac12\tilde\gamma\,\zeta'^2dx$ with respect to $\zeta$ is $-\tilde\gamma\,\zeta''$, which is the free energy gained per area added to the upper layer. One atom adds the area $\Omega$, so its chemical potential at the step is raised by $\Omega\tilde\gamma\kappa$, with the curvature $\kappa=-\zeta''$ at small slope. This sign makes $\kappa$ positive where the step bulges forward onto the lower terrace. A dilute adatom gas in equilibrium with the step has a density proportional to $\exp(\Omega\tilde\gamma\kappa/kT)$. For a small exponent,

$$
c=c_{\rm eq}(1+G\kappa)\quad\text{at step }n,\qquad G=\frac{\Omega\tilde\gamma}{kT}.
\tag{3}
$$

Since $\tilde\gamma$ is an energy per length and $\Omega$ an area, $G$ is a length. A bulge holds its atoms less firmly than a straight step and is surrounded by a higher equilibrium density.

At the descending edge no atoms cross, so with the normal $\mathbf n$ pointing towards $+z$,

$$
\frac{\partial c}{\partial n}=0\quad\text{at step }n+1 .
\tag{4}
$$

At step $n$ the diffusion current is $-D\nabla c$, and the current arriving at the step, which runs against $\mathbf n$, is $D\,\partial c/\partial n$ per length. Every arriving atom extends the upper layer by $\Omega$, so the normal velocity is $v_n=\Omega D\,\partial c/\partial n$. The normal is $(-\zeta',1)/\sqrt{1+\zeta'^2}$ and $v_n=(\partial\zeta/\partial t)/\sqrt{1+\zeta'^2}$. The square roots cancel, which leaves

$$
\frac{\partial\zeta_n}{\partial t}=\Omega D\left(\frac{\partial c}{\partial z}-\zeta_n'\frac{\partial c}{\partial x}\right)_{z=\zeta_n}.
\tag{5}
$$

For straight, equidistant steps let $z$ be measured from the step at the upper end of the terrace. Equation (2) becomes $c_0''=-F/D$, where a prime on a density denotes $d/dz$. The condition $c_0'(L)=0$ gives $c_0'=(F/D)(L-z)$, and $c_0(0)=c_{\rm eq}$ fixes the remaining constant:

$$
c_0(z)=c_{\rm eq}+\frac FD\left(Lz-\frac{z^2}{2}\right),\qquad V=\Omega D\,c_0'(0)=\Omega FL .
\tag{6}
$$

Each step collects everything that falls on the terrace in front of it. The density rises away from the step and is highest at the far edge.

Now let the steps be slightly deformed,

$$
\zeta_n=nL+Vt+\varepsilon\,e^{iqx+in\phi+\omega t},
\tag{7}
$$

with the real part understood. The phase $\phi$ is the shift between neighbouring steps, and the real part of $\omega$ is the growth rate. It is enough to treat the terrace in front of step $0$. With $E=e^{iqx+\omega t}$, its upper step lies at $z=\varepsilon E$ and its descending edge at $z=L+\varepsilon e^{i\phi}E$. The density is written as $c=c_0(z)+c_1(z)E$, where $c_1$ is of first order in $\varepsilon$. Because $c_0$ already accounts for the flux, equation (2) leaves

$$
c_1''=q^2c_1 .
\tag{8}
$$

The boundary conditions hold at the displaced edges and are carried back to $z=0$ and $z=L$ by a Taylor expansion. At the upper step the curvature is $\kappa=-\partial_x^2(\varepsilon E)=q^2\varepsilon E$. The left side of (3) is $c_0(0)+c_0'(0)\,\varepsilon E+c_1(0)E$ to first order, and $c_0'(0)=FL/D$. Therefore

$$
c_1(0)=\varepsilon\left(c_{\rm eq}Gq^2-\frac{FL}{D}\right).
\tag{9}
$$

The two terms have opposite signs. Curvature raises the density near a bulge. The flux term lowers it: the bulge reaches into a region where the density would have been higher, and it holds the density there down to the equilibrium value.

At the descending edge the product $\zeta'\,\partial c/\partial x$ is of second order, so condition (4) reduces to $\partial c/\partial z=0$. The unperturbed slope at the displaced edge is $c_0''(L)\,\varepsilon e^{i\phi}E=-(F/D)\,\varepsilon e^{i\phi}E$, and $c_1'(L)E$ must cancel it:

$$
c_1'(L)=\frac FD\,\varepsilon e^{i\phi}.
\tag{10}
$$

In the velocity law (5) the product $\zeta'\,\partial c/\partial x$ is again of second order. The slope $\partial c/\partial z$ has to be evaluated at the displaced step, which brings in $c_0''(0)=-F/D$:

$$
V+\omega\varepsilon E=\Omega D\left[c_0'(0)+c_0''(0)\,\varepsilon E+c_1'(0)E\right]
\quad\Rightarrow\quad
\omega\varepsilon=\Omega D\,c_1'(0)-\Omega F\varepsilon .
\tag{11}
$$

The general solution of (8) is $c_1=c_1(0)\cosh qz+b\sinh qz$, so that $c_1'(0)=qb$. With the abbreviation $\xi=qL$, its slope at the far edge is $c_1'(L)=q\,c_1(0)\sinh \xi+qb\cosh \xi$. Solving for $qb$,

$$
c_1'(0)=\frac{c_1'(L)}{\cosh \xi}-q\,c_1(0)\tanh \xi .
\tag{12}
$$

Inserting (9) and (10) gives

$$
c_1'(0)=\varepsilon\left[\frac FD\,\frac{e^{i\phi}}{\cosh \xi}-c_{\rm eq}Gq^3\tanh \xi+\frac{F}{D}\,\xi\tanh \xi\right],
$$

where $qL=\xi$ was used in the last term. Multiplication by $\Omega D/\varepsilon$ and use of (11) lead to the dispersion relation

$$
\omega=\Omega F\left[\xi\tanh \xi-1+\frac{e^{i\phi}}{\cosh \xi}\right]-\Omega D\,c_{\rm eq}G\,q^3\tanh \xi .
\tag{13}
$$

Each flux term has a traceable origin. The $-1$ comes from the displacement of the step itself: a bulge covers part of the terrace that feeds it and loses the atoms that would have landed there. The term with $e^{i\phi}$ comes from the displacement of the next step, which enlarges or reduces the terrace at its far end. The term $\xi\tanh \xi$ comes from the lowered density (9) at the bulge, which draws in adatoms from the side. The last term of (13) is the capillary response, which is negative for every $q>0$.

For straight steps, $q=0$, the relation becomes $\omega=\Omega F(e^{i\phi}-1)$. This is what follows directly from $d\zeta_n/dt=\Omega F(\zeta_{n+1}-\zeta_n)$, the statement that each step moves in proportion to the width of the terrace in front of it. For $\phi=0$ the rate vanishes, as it must, since a uniform shift of the whole train changes nothing. For other phases the real part is $-\Omega F(1-\cos\phi)$, which is negative: one-sided attachment from below evens out the terrace widths.

The same preference for equal phases holds at finite $q$. The phase enters the real part of (13) through $\cos\phi/\cosh \xi$, and $\cosh \xi$ is positive, so

$$
{\rm Re}\,\omega(\phi)={\rm Re}\,\omega(0)-\Omega F\,\frac{1-\cos\phi}{\cosh \xi}.
\tag{14}
$$

At every wavenumber the in-phase deformation therefore grows fastest, and the search for the preferred wavelength can be restricted to $\phi=0$.

Relation (13) was tested against a numerical solution of (2) to (5) on a terrace with curved edges, using the full normals and the full curvature and no expansion in the amplitude. For several wavenumbers, two capillary strengths and three phase shifts, the difference was at most $1.0\times10^{-5}$, relative to one plus the magnitude of the rate in units of $\Omega F$.

The role of the one-sided attachment becomes clear when the descending edge is also given instantaneous attachment. Condition (3) then holds at both ends of the terrace, and the straight-step profile is $c_0=c_{\rm eq}+(F/2D)(Lz-z^2)$, with slopes $+FL/2D$ at $z=0$ and $-FL/2D$ at $z=L$. For in-phase steps the boundary values of the perturbation are

$$
c_1(0)=\varepsilon\left(c_{\rm eq}Gq^2-\frac{FL}{2D}\right),\qquad
c_1(L)=\varepsilon\left(c_{\rm eq}Gq^2+\frac{FL}{2D}\right).
$$

A step now receives atoms from both sides. Since all terraces are alike, its perturbed velocity is $\omega\varepsilon=\Omega D[c_1'(0)-c_1'(L)]$; the two displacement terms $c_0''\varepsilon$ are equal and cancel. The flux part of $c_1$ is odd about the middle of the terrace, so its slope is even and drops out of the difference. The capillary part is $\varepsilon c_{\rm eq}Gq^2\cosh[q(z-L/2)]/\cosh(\xi/2)$, and it gives

$$
\omega_{\rm two\text{-}sided}=-2\,\Omega D\,c_{\rm eq}G\,q^3\tanh\frac \xi2 .
\tag{15}
$$

The flux has disappeared and the rate is negative for every $q>0$. A bulge still gains atoms from the lower terrace, but it loses equally many from the upper one. Within this model, then, deposition destabilizes the in-phase meander when adatoms attach from the lower terrace alone, but not when they attach equally well from both sides.

The dispersion relation (13) gives the growth rate at any wavelength and shows that the in-phase meander grows fastest, driven by deposition when adatoms attach from the lower terrace alone. It remains to find the wavenumber at which this rate is greatest, to recover (1) from it, and to determine how far that formula can be trusted.
